Equal-Helicity Photons from an Electron Line: Where the Vanishing Theorem Stops

**The argument under review**

The argument concerns electron–positron annihilation into two photons and runs as follows. "Let both outgoing photons have helicity +. Each polarization vector depends on a reference momentum that may be chosen freely. If it is set equal to a fermion momentum, every diagram vanishes. This is a property of the photons, so the electron mass does not matter. At worst the mass adds a relative correction of order m²/E² to the rate. The equal-helicity channels can therefore be dropped from the cross section."

The first step is sound for a massless fermion. The two conclusions about the mass are not, and they fail for different reasons. I take them in order, for any number n ≥ 2 of photons where that costs nothing extra.

**1. What the reference-momentum argument proves**

The process is e−(p1) e+(p2) → γ(k1)…γ(kn). I use ħ = c = 1, metric (+,−,−,−), electron charge −e and e² = 4πα. The symbol ε_i denotes the complex-conjugated polarization vector, as appropriate to an outgoing photon. Each vertex gives ieγ^μ and each propagator i(ℓ̸+m)/(ℓ²−m²), where ℓ is the momentum on the line. Since iM then contains (ie)ⁿ iⁿ⁻¹ = −i(−e)ⁿ,

M = −(−e)ⁿ Σ v̄(p2) ε̸_n [(ℓ̸+m)/(ℓ²−m²)] ε̸_{n−1} … ε̸_1 u(p1),

summed over the n! orders of emission.

In the chiral representation, with left components written above right ones, a̸ turns left into right components through X_a = a⁰ + **a**·**σ**, and right into left through X̄_a = a⁰ − **a**·**σ**. Both have determinant a². If a² = 0, the matrix has rank one, X_a = x_a y_aᵀ, and then X̄_a = J⁻¹ y_a x_aᵀ J, where J has rows (0,1) and (−1,0). Define (xy) = xᵀJy, which vanishes when x and y are parallel. For two null vectors, 2a·b = (a+b)² = det(X_a+X_b), hence

2a·b = (x_a x_b)(y_a y_b).

For a photon of helicity + along z, ε = (0,1,−i,0)/√2. Then X_k ∝ (1,0)ᵀ(1,0) and X_ε ∝ (0,1)ᵀ(1,0), so the two share the factor y. Rotations preserve this, and so does the gauge change ε → ε + ck. In any gauge, therefore, X_ε = w y_kᵀ. Imposing q·ε = 0 for a null q not parallel to k requires (w x_q)(y_k y_q) = 0. Three consequences follow:

(a) w is parallel to x_q.
(b) Two + photons with the same q satisfy ε_i·ε_j = 0, because they share x_q.
(c) k̸ε̸P_R = 0, where P_R projects on right chirality, because X_k X̄_ε contains y_kᵀJ⁻¹y_k = 0.

Now set m = 0. If u(p1) is right-handed, p̸1u = 0 gives u_R ∝ x_{p1}. With q = p1, the first vertex gives X̄_ε u_R ∝ (x_q u_R) = 0. If u(p1) is left-handed, the n vertices and n−1 propagators form an odd chain of gamma matrices, which ends on right components. These are contracted with v_L†. The equation v̄p̸2 = 0 gives v_L†x_{p2} = 0, so q = p2 kills the last vertex. Every diagram thus vanishes for either fermion chirality, provided q is matched to it: q = p1 for right-handed u, q = p2 for left-handed u. With the other choice single diagrams survive and only their gauge-invariant sum is zero.

Both cases use p̸u = 0 or v̄p̸ = 0 with a null p. A massive electron has neither, and its propagator also contains an even term m. The theorem is thus a statement about the photons and the line together.

**2. The amplitude for a massive line**

Instead of computing diagrams one by one, put the line in the classical field B(x) = Σ ε_i exp(ik_i·x) and keep the part linear in each ε_i. With Π = i∂ + eB, the propagator is

S = (Π̸−m)⁻¹ = (Π̸+m)(Π̸²−m²)⁻¹.

The square is Π̸² = Π² + ¼[γ^μ,γ^ν][Π_μ,Π_ν], with [Π_μ,Π_ν] = ie(∂_μB_ν−∂_νB_μ). For each wave the derivative supplies ik_μ, and k·ε = 0 makes ½[k̸,ε̸] equal to k̸ε̸. Thus

Π̸² = Π² − e Σ k̸_iε̸_i exp(ik_i·x).

By (c), the spin term vanishes on right-handed components. There Π̸² acts as Π², the operator for a charged scalar. Let G = (Π²−m²)⁻¹ be the scalar propagator. Since Π̸ changes chirality, P_RΠ̸P_R = 0, and

P_R S P_R = m G P_R.

To obtain an amplitude, expand S = S₀ + S₀TS₀ and G = G₀ + G₀τG₀ about the free propagators. Because Π̸−m = S₀⁻¹ + eB̸, the part of T linear in every photon is (−e)ⁿ Σ ε̸S₀ε̸…ε̸. Comparison with section 1 gives M = −v̄Tu. In the same way A = −τ is the amplitude for a scalar of the same mass, charge and momenta.

The line enters with momentum p1 and leaves with −p2. Removing the outer denominators from the chirality relation gives

P_R R P_R = m τ P_R, with R = (m−p̸2) T (p̸1+m).

On the mass shell p̸1² = p̸2² = m², so p̸2R = −mR and Rp̸1 = mR. The first of these fixes the left-handed rows, P_LR = −p̸2P_RR/m. Hence

R P_R = (1−p̸2/m) P_R R P_R = τ (m−p̸2) P_R.

The second fixes the remaining columns, RP_L = RP_Rp̸1/m, so that

R = R P_R (1+p̸1/m) = (τ/m)(m−p̸2) P_R (m+p̸1).

Place this between v̄ and u, using v̄p̸2 = −mv̄ and p̸1u = mu. The left side becomes 4m² v̄Tu and the right side 4m²(τ/m) v̄P_Ru. Therefore

M(+…+) = (A/m) v̄(p2) P_R u(p1).

For photons all of helicity −, the same steps hold with P_L. A direct sum of the diagrams for n = 2, 3 and 4 confirms the relation numerically.

**3. Where the factor m comes from**

The 1/m looks alarming until A is examined. Take a null vector r and write

p2 = q + m² r/(2p2·r).

Then q² = m² − m² = 0, so q can serve as the common reference momentum. By (b), all products ε_i·ε_j vanish, and with them the two-photon contact vertices of the scalar theory. Every remaining diagram ends with one photon attached next to the positron end. The line momentum there is −p2+k before emission and −p2 after it, so the vertex contains

(−p2+k−p2)·ε = −2p2·ε = −m² r·ε/(p2·r),

because k·ε = q·ε = 0. Every diagram thus carries m², and

A = m² a_n,  M(+…+) = m a_n v̄(p2) P_R u(p1).

The coefficient a_n must be finite for this to mean anything. A denominator ℓ²−m² could vanish only if a free electron or positron decayed into itself plus photons. In its own rest frame the energy would not balance. As m → 0, with all photon energies held fixed and nonzero, a denominator can approach zero, but only if photons become collinear with a fermion: a null momentum is a sum of positive-energy null or timelike momenta only when all of them are parallel. So at fixed photon energies and fixed, non-collinear directions a_n stays finite and M tends to zero at least as fast as m.

This is the correct sense of "proportional to the mass". The factor m is explicit, but a_n and the spinor product also depend on m. A three-photon example shows the size of that dependence. Each beam particle has 10 MeV, and the photons, of 6.67 MeV each, lie in a plane at 20°, 140° and 260° to the electron. For fermion helicities (+,+), |M|/m is 0.0238 MeV⁻² at the real electron mass and 0.0245 MeV⁻² at one tenth of it. The latter agrees with the massless limit to the digits shown. At the real mass, strict proportionality would be wrong by about 3% of the limiting value.

**4. Which electrons take part**

The spinor product is v̄P_Ru = v_L†u_R. Let h and h′ be ±1 for the helicities ±½ of electron and positron. In the centre-of-mass frame, with energy E and momentum p for each particle, the Dirac equation gives

u_R = √(E+hp) ξ,  v_L = √(E+h′p) η.

Here ξ has spin projection h along the electron direction. The spinor η has projection −h′ along the positron direction, because a v spinor carries the reversed spin label. That is projection h′ along the electron direction. The overlap η†ξ therefore vanishes unless h = h′, and

|v̄P_Ru| = E+p for (+,+),  E−p for (−,−),  0 for opposite helicities.

This holds for every n. Since h = h′, the two spins have opposite projections along the beam, so only pairs with zero angular-momentum projection along the beam contribute. The total angular momentum is not restricted to zero, because A depends on the photon directions relative to the beam. In a frame moving across the beam, opposite fermion helicities do contribute, since the helicity of a massive particle depends on the frame.

**5. Two photons, with numbers**

For n = 2 the scalar amplitude can be written out. One emission order gives (2p1·ε1)(−2p2·ε2)/(−2p1·k1), the other exchanges the photons, and the contact term gives −2ε1·ε2. With the prefactor −e²,

A = 2e² [ε1·ε2 − (p1·ε1)(p2·ε2)/(p1·k1) − (p1·ε2)(p2·ε1)/(p1·k2)].

Take polarization vectors without time components, so that p2·ε = −p1·ε. Relative to the photon axis, two back-to-back + photons have **ε**1 = (1,−i,0)/√2 and **ε**2 = (1,i,0)/√2, up to phases. If θ is the angle between beam and photons, then ε1·ε2 = −1 and (p1·ε1)(p1·ε2) = ½p²sin²θ. Also p1·k1 = E(E−p cosθ) and p1·k2 = E(E+p cosθ), so

1/(p1·k1) + 1/(p1·k2) = 2/D,  D = E² − p²cos²θ.

The bracket becomes −1 + p²sin²θ/D = (p²−E²)/D = −m²/D. Hence |A| = 2e²m²/D and

|M(++)| = 2e² m (E±p)/D,

with the upper sign for fermions (+,+) and the lower for (−,−).

Take E = 1 MeV and θ = 60°, with m = 0.5110 MeV, p = 0.8596 MeV, e² = 0.09170 and D = 0.8153 MeV². Then

|A| = 2 × 0.09170 × 0.5110²/0.8153 = 0.0587,
|M(++)| = (0.0587/0.5110) × 1.8596 = 0.214 for (+,+),
|M(++)| = (0.0587/0.5110) × 0.1404 = 0.0161 for (−,−).

A massless line at the same energy and angle gives zero to rounding error. Its largest amplitude for opposite photon helicities is 0.318, so the supposedly absent 0.214 is no small correction.

At high energy and fixed angle D → E²sin²θ. The (+,+) amplitude then falls as 4e²(m/E)/sin²θ. For (−,−), E−p = m²/(E+p) supplies two more powers of the mass, and the amplitude falls as e²(m/E)³/sin²θ. "Proportional to m" does not describe the leading behaviour of both.

**6. The channel that was kept**

To judge what the omission costs, the amplitude for opposite photon helicities is needed. Back-to-back photons of opposite helicity have, up to phases, the same null vector ε. Then ε̸ε̸ = 0, ε̸p̸1ε̸ = 2(p1·ε)ε̸ and ε̸k̸ε̸ = 0. The denominators are −2p1·k_i, so

M(+−) = e²(p1·ε) v̄ε̸u [1/(p1·k1)+1/(p1·k2)] = 2e²(p1·ε) v̄ε̸u/D.

The sum over fermion spins is a trace. With ε·ε* = −1, |p1·ε|² = ½p²sin²θ and p1·p2 = E²+p²,

Σ|v̄ε̸u|² = tr[(p̸2−m)ε̸(p̸1+m)ε̸*]
= 4[−2|p1·ε|² + p1·p2 + m²]
= 4(2E² − p²sin²θ).

The two spin-summed results are therefore

Σ|M(++)|² = 8e⁴ m²(E²+p²)/D²,
Σ|M(+−)|² = 8e⁴ p²sin²θ (2E²−p²sin²θ)/D².

The second vanishes as p → 0. At threshold the argument under review thus removes the whole tree-level two-photon rate. In the 1 MeV example at 60°, the equal-helicity channels supply 36% of the spin-averaged squared amplitude.

**7. The mass does not drop out of the total rate**

The remaining claim is that the omission becomes harmless at high energy. At a fixed angle it does. At 90° the equal-helicity share falls from 33% at E = 1 MeV to 0.52% at 10 MeV and 5.2×10⁻⁷ at 1000 MeV. The integrated cross section behaves differently.

The spin-averaged differential cross section is (E/p)⟨|M|²⟩/(64π²s), with s = 4E², and identical photons require a factor ½ on integration over all directions. Parity makes the −− and −+ channels equal to ++ and +−. Define β = p/E, g = 1−β² = m²/E², c = cosθ, w = 1−β²c² and σ₀ = πα²/(4E²β). The constants combine as

½ · 2π · (¼ · 2 · 8e⁴)/(256π²E²β) = σ₀,

using e⁴ = 16π²α², and therefore

σ_equal = σ₀ ∫ g(1+β²)/w² dc,
σ_opposite = σ₀ ∫ (w−g)(2−w+g)/w² dc,

for c from −1 to 1, since β²sin²θ = w−g. Let L = ln[(1+β)/(1−β)]. Partial fractions give ∫dc/w = L/β. The derivative of c/w is 2/w² − 1/w, so integrating it gives ∫dc/w² = 1/g + L/(2β). With 1+β² = 2−g,

σ_equal = σ₀ (2−g)[1 + gL/(2β)].

The other numerator is −w² + (2+2g)w − g(2+g), whose three terms integrate to

−2 + (2+2g)L/β − (2+g)[1 + gL/(2β)],

and hence

σ_opposite = σ₀ [(L/β)(2+g−g²/2) − 4 − g].

Quadrature over the Feynman diagrams confirms both formulas at three energies, from β = 0.01 to E = 100m.

As m/E → 0, gL → 0 and

σ_equal → πα²/(2E²) = 2πα²/s.

The mass has disappeared from the result, but the cross section has not. The opposite-helicity part tends to σ₀(2L−4), so the equal-helicity share tends to 2/(2L−2) = 1/(L−1), with L ≈ ln(s/m²). It decreases logarithmically, not as m²/E².

The reason lies near the beam. Since D = m² + p²sin²θ, at an angle θ of order m/E the denominator is of order m², not E². The (+,+) amplitude, about 4e²mE/D, is then of order e²E/m. Its square grows as E²/m², while the solid angle of this cone shrinks as m²/E². For m ≪ E and small θ, the fraction of σ_equal from photon axes within θ of the beam line is

∫₀^θ 2m²E²t dt/(m²+E²t²)² = E²θ²/(m²+E²θ²),

which equals one half at θ = m/E. Integration of the diagrams at E = 100m gives 0.4998.

There is no conflict with the massless theorem. At fixed non-collinear directions, letting m → 0 makes the amplitude vanish. If the angles are integrated first, the important directions move towards the beam as the mass decreases. The two operations do not commute.

The cost of dropping the equal-helicity channels is then as follows:

E = 1 MeV: 45.9 of 92.0 mb, or 50%
E = 10 MeV: 0.329 of 2.07 mb, or 16%
E = 100 MeV: 0.00326 of 0.0356 mb, or 9.1%
E = 1000 MeV: 3.26×10⁻⁵ of 5.06×10⁻⁴ mb, or 6.4%

A detector that excludes a fixed cone of half-angle θ_c around the beam removes the collinear region once E is large compared with m/θ_c, and restores the m²/E² suppression, with a coefficient that grows as the cone narrows. The omission could be defended for such a measurement at high energy, but not for the total cross section.

**8. Range of these statements**

All results are at tree level, with one open fermion line and photons as the only other external particles. Helicities refer to outgoing photons; an incoming photon moved to the final state by crossing counts with reversed helicity. Radiative corrections are not included. Nor is the Coulomb attraction of the incoming pair, whose relative effect at small β is about πα/(2β), already some 17% at β = 10α and more than a factor of two at β = 0.01, so the formulas for σ are not a complete prediction close to threshold.

Numbers as computed

```
electron mass m = 0.510999 MeV
fine-structure constant = 0.00729735, e^2 = 0.091701
TWO PHOTONS, centre-of-mass frame, angle 60 degrees
energy per particle E = 1.000 MeV, momentum p = 0.859581 MeV
speed beta = 0.859581
E^2 - p^2 cos^2(theta) = 0.815280 MeV^2
scalar amplitude |A(++)| = 0.058741 (dimensionless)
e- +1, e+ +1: |vbar P_R u| = 1.859581 MeV, |M(++)| = 0.213764
e- +1, e+ -1: |vbar P_R u| = 0.000000 MeV, |M(++)| = 0.000000
e- -1, e+ +1: |vbar P_R u| = 0.000000 MeV, |M(++)| = 0.000000
e- -1, e+ -1: |vbar P_R u| = 0.140419 MeV, |M(++)| = 0.016141
massless line, same E and angle: largest |M(++)| = 2.4e-17
massless line, same E and angle: largest |M(+-)| = 0.317662
spin-averaged |M|^2, equal photon helicities: 0.022978
spin-averaged |M|^2, opposite photon helicities: 0.040546
equal-helicity share at 60 degrees: 0.3617
THREE PHOTONS +++, E = 10 MeV, at 20, 140, 260 degrees to e-
energy of each photon = 6.6667 MeV
mass m/1: |M| for e- +1, e+ +1 = 1.2169e-02 MeV^-1, |M|/mass = 2.38141e-02 MeV^-2
mass m/10: |M| for e- +1, e+ +1 = 1.2509e-03 MeV^-1, |M|/mass = 2.44804e-02 MeV^-2
mass m/100: |M| for e- +1, e+ +1 = 1.2513e-04 MeV^-1, |M|/mass = 2.44872e-02 MeV^-2
massless limit of |M|/mass = 2.44873e-02 MeV^-2
EQUAL-HELICITY SHARE OF TWO-PHOTON ANNIHILATION
E = 0.51102 MeV: share at 90 deg 9.9980e-01, share of total 0.99987
   sigma equal = 1.2473e+04 mb, sigma total = 1.2475e+04 mb
E = 1.00000 MeV: share at 90 deg 3.2763e-01, share of total 0.49887
   sigma equal = 4.5871e+01 mb, sigma total = 9.1951e+01 mb
E = 10.00000 MeV: share at 90 deg 5.1886e-03, share of total 0.15856
   sigma equal = 3.2883e-01 mb, sigma total = 2.0739e+00 mb
E = 100.00000 MeV: share at 90 deg 5.2221e-05, share of total 0.09142
   sigma equal = 3.2576e-03 mb, sigma total = 3.5632e-02 mb
E = 1000.00000 MeV: share at 90 deg 5.2224e-07, share of total 0.06433
   sigma equal = 3.2570e-05 mb, sigma total = 5.0629e-04 mb
E = 100 m: s*sigma_equal/(pi alpha^2) = 2.00106
E = 100 m: part of sigma_equal within angle m/E = 0.4998
CHECKS, n = 2, 3, 4 photons
massless: largest ratio equal/one flipped = 5.0e-16
massive: largest relative deviation = 6.4e-15
```
